# Near-degenerate pairs and the Drude peak in a Kubo-Greenwood sum

## Definitions and conventions

Independent electrons of charge $-e$, with $e>0$, move in a crystal of volume $\Omega$. At wavevector $k$ along the field the Hamiltonian is $H(k)$, with levels $E_n$ and states $|n\rangle$. The velocity operator is $v=\hbar^{-1}\partial H/\partial k$, and $v_{mn}=\langle m|v|n\rangle$. The equilibrium occupations are

$$f_n=f(E_n)=\frac{1}{e^{(E_n-\mu)/k_BT}+1},\qquad f'=\frac{df}{dE}<0 .$$

A weak uniform field $\mathcal E=-dA/dt$ shifts the wavevector, so the Hamiltonian becomes $H(k+eA/\hbar)$. Fields vary as $e^{-i\omega t}$, and the conductivity is the current density divided by $\mathcal E$.

Scattering enters through one assumption: the density matrix relaxes at a single rate $\Gamma/\hbar$ towards the equilibrium of the instantaneous Hamiltonian. The energy $\Gamma$ is an input, and $\tau=\hbar/\Gamma$ is the lifetime.

## Two states by hand

Take two Bloch states, at $k$ and $-k$, with the same energy $\varepsilon$ and velocities $+u$ and $-u$. To first order in $A$ their energies become $\varepsilon\pm euA$. Their occupations $n_\pm$ obey

$$\dot n_\pm=-\frac{\Gamma}{\hbar}\left[n_\pm-f(\varepsilon\pm euA)\right].$$

Write $n_\pm=f(\varepsilon\pm euA)+\delta_\pm$. The moving target has time derivative $\pm eu\dot A f'=\mp eu\mathcal E f'$, so

$$\dot\delta_\pm=-\frac{\Gamma}{\hbar}\delta_\pm\pm euf'\mathcal E,\qquad
\delta_\pm=\frac{\pm\hbar euf'\mathcal E}{\Gamma-i\hbar\omega}.$$

The current density from the deviations is $-(e/\Omega)(u\delta_+-u\delta_-)$. Dividing by $\mathcal E$ and taking the real part gives

$$\mathrm{Re}\,\sigma=\frac{e^2\hbar}{\Omega}\,2(-f')u^2\,\frac{\Gamma}{(\hbar\omega)^2+\Gamma^2}. \tag{1}$$

This is a Drude peak: a Lorentzian centred at zero frequency. The target occupations also carry a current for this isolated pair, but that part cancels when all states of the zone are summed, as shown below.

The factor $-f'$ is what an occupation difference quotient becomes at zero gap. A program that evaluates $(f_m-f_n)/(E_n-E_m)$ meets $0/0$ here. If it skips such pairs, it returns zero instead of (1).

**Standing waves.** The same two states may be combined as $|c\rangle=(|+\rangle+|-\rangle)/\sqrt2$ and $|s\rangle=(|+\rangle-|-\rangle)/\sqrt2$. Then

$$v_{cc}=\tfrac12(u-u)=0,\qquad v_{ss}=0,\qquad v_{cs}=v_{sc}=\tfrac12(u+u)=u .$$

The response still equals (1), but it now comes from the two ordered pairs $cs$ and $sc$. Keeping the terms $m=n$ is therefore not enough: the whole degenerate set must be kept.

**A small splitting.** Let a static potential couple $|+\rangle$ and $|-\rangle$ with a real matrix element $w>0$. The standing waves become eigenstates with energies $\varepsilon\pm w$, separated by $2w$. With $Q=[f(\varepsilon-w)-f(\varepsilon+w)]/2w$, the general formula (3) below gives these pairs the dc contribution

$$\frac{e^2\hbar}{\Omega}\,2Qu^2\,\frac{\Gamma}{4w^2+\Gamma^2}.$$

For $2w\ll\Gamma$ and $w\ll k_BT$ this is the Drude value again, though no pair is degenerate. Discarding pairs below some energy window removes it only if the window exceeds $2w$. For $2w\gg\Gamma$ the peak moves to $\hbar\omega\approx2w$, and this finite system no longer resembles a metal at low frequency.

## The general sum

For a matrix $H$ the assumption reads

$$\dot\rho=-\frac{i}{\hbar}[H,\rho]-\frac{\Gamma}{\hbar}\left[\rho-f(H)\right],\qquad H=H(k+eA/\hbar).$$

We need the first-order change $F$ of $f(H)$ when $H$ changes by $X$. Since $f(H)$ commutes with $H$ before and after the change, the first-order terms satisfy $[H,F]+[X,f(H)]=0$. Its matrix elements are

$$(E_m-E_n)F_{mn}+X_{mn}(f_n-f_m)=0,$$

so that

$$F_{mn}=-Q_{mn}X_{mn},\qquad Q_{mn}=\frac{f_m-f_n}{E_n-E_m}. \tag{2}$$

For equal energies the commutator says nothing. Choose instead the basis of the degenerate set in which $X$ is diagonal. Each level shifts by its diagonal element and each occupation by $f'$ times that shift, so $F=f'X$ within the set. This relation holds in every basis of the set, and it means $Q=-f'$.

Here $X=eAv$, so $f(H)$ changes at the rate $-eQ_{mn}v_{mn}\dot A=+eQ_{mn}v_{mn}\mathcal E$. With $\rho=f(H)+\delta$, to first order,

$$\dot\delta_{mn}=-\frac{i}{\hbar}(E_m-E_n)\delta_{mn}-\frac{\Gamma}{\hbar}\delta_{mn}-eQ_{mn}v_{mn}\mathcal E,$$

$$\delta_{mn}=\frac{-e\hbar Q_{mn}v_{mn}\mathcal E}{\Gamma-i(\hbar\omega-E_m+E_n)}.$$

The current density is $-(e/\Omega)\sum_k\mathrm{Tr}(\rho v)$. The part from $f(H)$ vanishes: if $g$ is a function with $g'=f$, then $\mathrm{Tr}[f(H)\,\partial H/\partial k]=\partial\,\mathrm{Tr}\,g(H)/\partial k$, the derivative of a periodic function, whose zone integral is zero. The shift by $A$ does not alter this. Only $\delta$ remains. Exchanging the labels $m$ and $n$, under which $Q$ is symmetric, gives

$$\mathrm{Re}\,\sigma(\omega)=\frac{e^2\hbar}{\Omega}\sum_k\sum_{mn}Q_{mn}|v_{mn}|^2\frac{\Gamma}{(\hbar\omega-E_n+E_m)^2+\Gamma^2}. \tag{3}$$

The sum runs over all ordered pairs, including $m=n$, and over spin. As $\Gamma\to0$ the last factor tends to $\pi\delta(\hbar\omega-E_n+E_m)$.

In a clean crystal without degenerate bands, the zero-gap terms have $m=n$ and give

$$\sigma_D(\omega)=\frac{e^2\tau}{\Omega}\sum_{k,n}(-f'_n)v_{nn}^2\,\frac{1}{1+\omega^2\tau^2}. \tag{4}$$

Discarding them removes the intraband peak. What is left at $\omega=0$ is the tail of interband Lorentzians. If two bands touch, a discard window also removes some interband pairs.

## How close is near?

Let $\bar E$ be the midpoint of a pair and $d=E_n-E_m$. Expanding both occupations about $\bar E$, the even terms cancel:

$$Q=\frac{f(\bar E-d/2)-f(\bar E+d/2)}{d}=-f'(\bar E)-\frac{d^2}{24}f'''(\bar E)+\dots$$

Set $x=(\bar E-\mu)/k_BT$, $y=d/k_BT$ and $q=-k_BTf'=f(1-f)$. Since $df/dx=-q$, we have $dq/dx=-q(1-2f)$ and

$$\frac{d^2q}{dx^2}=q(1-2f)^2-2q^2=q(1-6q),$$

where $(1-2f)^2=1-4q$ was used. Hence, to leading order,

$$\frac{Q-(-f')}{-f'}=\frac{1-6q}{24}\,y^2 .$$

The coefficient is $-1/48$ at the chemical potential, where $q=1/4$, and tends to $1/24$ in the tails.

The direct quotient has the opposite weakness. Each occupation is rounded by about $2^{-53}\approx1.1\times10^{-16}$, and division by a small $y$ magnifies this. In units of $1/k_BT$, the rounding error is about $2^{-53}/y$, while the derivative's error at $\mu$ is $y^2/192$. They are equal at $y=(192\times2^{-53})^{1/3}\approx3\times10^{-5}$, which serves as the switch.

Against 40-digit arithmetic, at seven sample gaps from $10^{-13}$ to $0.3\,k_BT$ and lower levels within about $3k_BT$ of $\mu$, the largest error found with this switch is $4\times10^{-12}/k_BT$; between the samples it can be about twice as large. The direct quotient at a gap of $10^{-13}k_BT$ errs by up to $1\times10^{-3}/k_BT$ at these sample levels, and by nearly three times as much at other levels in the same range. The largest possible $Q$ is $1/(4k_BT)$.

For one $k$ point, with `E` the levels and `v2` the matrix $|v_{mn}|^2$, the sum is:

```python
import numpy as np
from scipy.special import expit   # 1/(1+exp(-x))

def pair_sum(E, v2, mu, kT, hw, Gamma, keep=True):
    gap = E[None, :] - E[:, None]
    near = abs(gap) < 3e-5 * kT
    f = expit((mu - E) / kT)
    Q = (f[:, None] - f[None, :]) / np.where(near, 1.0, gap)
    x = ((E[None, :] + E[:, None]) / 2 - mu) / kT
    slope = expit(x) * expit(-x) / kT
    Q = np.where(near, slope if keep else 0.0, Q)
    return np.sum(Q * v2 * Gamma / ((hw - gap)**2 + Gamma**2))
```

Setting `keep=False` discards the near pairs. The result is summed over $k$ and spin and multiplied by $e^2\hbar/\Omega$. If the mesh weights are normalized to add to one, the volume of one unit cell takes the place of $\Omega$.

## What the discarded pairs weigh

Define $W=\Omega^{-1}\sum_k\sum_{mn}Q_{mn}|v_{mn}|^2$. The zone integral of the derivative of $\mathrm{Tr}[f(H)\,\partial H/\partial k]$ is zero. By (2), $\partial f(H)/\partial k$ has elements $-Q_{mn}\hbar v_{mn}$, so the product rule gives

$$0=-\hbar^2\sum_k\sum_{mn}Q_{mn}|v_{mn}|^2+\sum_k\mathrm{Tr}\!\left[f(H)\frac{\partial^2H}{\partial k^2}\right],$$

$$W=\frac{1}{\hbar^2\Omega}\sum_k\mathrm{Tr}\!\left[f(H)\frac{\partial^2H}{\partial k^2}\right]. \tag{5}$$

For electrons of mass $m_e$ in a local potential, $\partial^2H/\partial k^2=\hbar^2/m_e$, and $W=n/m_e$ with $n$ the electron density. Each Lorentzian in (3) has area $\pi/\hbar$ over all $\omega$, and $\mathrm{Re}\,\sigma$ is even, so $\int_0^\infty\mathrm{Re}\,\sigma\,d\omega=\pi e^2W/2$. Discarding the near pairs lowers this integral by exactly their share of $W$.

## A chain with two bands

Consider spinless electrons on a chain with alternating hoppings 1 and 0.6 and two equally spaced sites per cell, in units $\hbar=e=1$ with unit cell length. The off-diagonal element of $H(k)$ is $e^{ik/2}+0.6e^{-ik/2}$, so

$$E=\pm\sqrt{1.36+1.2\cos k}.$$

Take $\mu=0.9$, inside the upper band, $k_BT=0.1$, $\Gamma=0.2$ and 200 values of $k$. The near pairs have weight 0.1798 and the interband pairs 0.0380, together 0.2178. By (4) the Drude part at dc is $0.1798/0.2=0.899$, out of a total of 0.901. At $\omega=0.2$ the full sum is 0.4517, and 0.0022 without the near pairs. At $\omega=2.5$, in the interband range, the two values are 0.0302 and 0.0245, so there the loss is modest.

Diagonalizing the same 200 cells as a ring in real space gives real eigenstates. The velocity matrix is then $i$ times a real antisymmetric matrix, and its diagonal vanishes. The near pairs still weigh 0.1798, all of it off the diagonal.

Now add random site energies, uniform over a total width of 0.1. For one such ring, at the same $\mu$, $k_BT$ and $\Gamma$, formula (3) gives a dc value of 0.895. Discarding gaps below the switch, $3\times10^{-6}$ here, leaves 0.895; discarding gaps below 0.05 leaves 0.014. About nine tenths of the dc value comes from pairs of neighbouring levels that the disorder has split by roughly 0.002, so this is mainly the two-state result at work in a larger system. A single finite ring has no zone integral to cancel the current of $f(H)$; using (3) for it assumes that $k_BT$ well exceeds the level spacing, so that this current is negligible.

## A simple metal

The next example has rough, round parameters in the regime of solid rubidium: a body-centred cubic lattice with constant $a=0.56$ nm, one conduction electron per atom, $T=250$ K and $\Gamma=0.025$ eV. The twelve shortest reciprocal-lattice vectors each carry a potential coefficient of 0.25 eV. The Hamiltonian is diagonalized in 19 plane waves on a midpoint mesh of spacing $2\pi/72a$, and $|v_{mn}|^2$ is averaged over the three axes. The density is $n=2/a^3=11.39$ nm$^{-3}$ and the lifetime 26.3 fs. Fixing the density puts $\mu$ about 1.815 eV above the band bottom.

The near pairs carry 0.964 of $n/m_e$ and the interband pairs 0.037. Their sum is 1.0008 instead of 1; the excess comes from the finite mesh. Truncating the wave set does not spoil (5) here, because $\partial^2H/\partial k^2$ is still $\hbar^2/m_e$ and the occupations at the zone boundary are negligible, about $10^{-8}$. Free electrons would have $ne^2\tau/m_e=8.45\times10^4$ S/cm, so the Drude value is $0.9636\times8.449\times10^4\approx8.14\times10^4$ S/cm.

| $\hbar\omega$ (eV) | full sum (S/cm) | near pairs discarded (S/cm) |
|---|---|---|
| 0 | 81,400 | 0.29 |
| 0.025 | 40,700 | 0.29 |
| 0.1 | 4,790 | 0.29 |
| 0.3 | 562 | 0.31 |
| 0.6 | 142 | 0.41 |

At $\hbar\omega=\Gamma$ the peak has fallen to half, as (4) requires. The remainder of 0.29 S/cm is an interband tail proportional to the assumed $\Gamma$, because gaps $g\gg\Gamma$ contribute $\Gamma/g^2$. It also depends on the wave set: 43 waves instead of 19 raise it by about 4%, to 0.30 S/cm, and the entry at 0.6 eV by about 5%, to 0.43 S/cm. It should not be read as a physical dc conductivity.

The table stops below the interband onset. For nearly free electrons the smallest gap from an occupied state is $(\hbar^2/2m_e)(G^2-2Gk_F)$, where $k_F=(6\pi^2)^{1/3}/a$ and $G=2\sqrt2\,\pi/a$. This is 0.64 of the Fermi energy, or about 1.2 eV. Above it, the gap changes by about 0.13 eV between neighbouring mesh planes along $G$, five times $\Gamma$, so a resolved spectrum would need a much finer mesh. The dc value is less demanding: coarsening the mesh from 72 to 60 divisions changes it by $-0.4\%$, and going from 19 to 43 waves at 48 divisions by $-0.08\%$. A converged integral over the Fermi surface gives a near-pair share of 0.963 with 19 waves and 0.962 with 43, against 0.964 above, so the dc values shown are uncertain by about 0.2% within the model.

The dc resistivity is 12.3 µΩ cm. Measured values for rubidium near room temperature are roughly of this size, but $\Gamma$ was chosen in that regime, so the agreement is no prediction. If the scattering rate is proportional to $T$, warming to 300 K lowers the conductivity by 17%. A uniform $\pm30\%$ spread of rates over the Fermi surface, at fixed mean rate and unrelated to speed, raises it by $\ln(1.3/0.7)/0.6-1=3.2\%$. Adding a coefficient of 0.25 eV on the next shell of reciprocal vectors, at fixed density and $\Gamma$, raises it by about 0.5%; a coefficient of $-0.25$ eV lowers it by about 1%.

Real metal surfaces also break the assumption of a uniform field. The mean free path, from the root-mean-square speed at the Fermi level, is 20 nm. At $\hbar\omega=\Gamma$ the field amplitude falls to 37% of its surface value in 65 nm, according to the local Drude response. The ratio 0.31 warns that nonlocal corrections need attention at that frequency; it does not give their size. Electron-electron corrections, core polarization and spin-orbit coupling are also left out, and their effect is not estimated.
